# Peak reflectivity of a uniform lossless Bragg grating from coupled waves

## First half: from the wave equation to the reflection amplitude

A waveguide has effective index 2.4, and a weak grating modulates that index by $\pm 0.005$. At the resonant wavelength, 62 periods of the grating reflect 4.0 % of the light. If the waves reflected by successive periods simply added in step, a grating ten times longer would reflect ten times the amplitude and one hundred times the power, about 400 %. The grating of 620 periods in fact reflects 93.3 %. The theorem below gives both numbers from one formula, and its proof shows what replaces simple addition.

### Setting and conventions

Light of angular frequency $\omega$ has time factor $e^{-i\omega t}$, so $e^{+i\beta z}$ with $\beta>0$ travels towards positive $z$. The waveguide carries one mode, described by a scalar amplitude $E(z)$ that obeys

$$E''+k^2n(z)^2E=0,\qquad k=\frac{2\pi}{\lambda}. \tag{1}$$

Primes denote $d/dz$, and $\lambda$ is the vacuum wavelength. The medium is linear and lossless, so $n$ is real. Inside the grating, $0<z<L$,

$$n(z)=n_{\rm eff}+\Delta n\cos\!\left(\frac{2\pi z}{\Lambda}+\phi\right),\qquad \Delta n>0, \tag{2}$$

with constant amplitude $\Delta n$, period $\Lambda$ and phase $\phi$. On both sides the waveguide continues with index $n_{\rm eff}$. Light enters from the left, and nothing enters from the right. Four quantities govern the problem:

$$\beta=kn_{\rm eff},\qquad q=\frac{\pi}{\Lambda},\qquad \delta=\beta-q,\qquad \kappa=\frac{k\,\Delta n}{2}. \tag{3}$$

The detuning $\delta$ vanishes when $2\pi n_{\rm eff}/\lambda=\pi/\Lambda$, that is, at the Bragg wavelength $\lambda_B=2n_{\rm eff}\Lambda$. The round trip through one period then has an optical length of one wavelength, so reflections from successive periods return in step. The coupling $\kappa$ is a reflected amplitude per unit length, as will be seen.

**Theorem.** Let $\kappa$ and $|\delta|$ be much smaller than $q$.

(a) To leading order in $(\kappa+|\delta|)/q$, at fixed $(\kappa+|\delta|)L$, the power reflectivity is

$$R=\frac{\kappa^2\sinh^2(sL)}{s^2\cosh^2(sL)+\delta^2\sinh^2(sL)},\qquad s^2=\kappa^2-\delta^2, \tag{4}$$

where the value at $s=0$ is the limit $s\to0$.

(b) For fixed $\kappa$ and $L$, expression (4) is largest at $\delta=0$ and nowhere else, and its value there is

$$R_{\max}=\tanh^2(\kappa L). \tag{5}$$

Part (a) is an approximation to equation (1). Part (b) is an exact statement about the function (4).

### Two amplitudes without approximation

**Lemma 1.** Define $A(z)$ and $B(z)$ by

$$E=Ae^{iqz}+Be^{-iqz},\qquad E'=iq\left(Ae^{iqz}-Be^{-iqz}\right). \tag{6}$$

With $W(z)=k^2n(z)^2-q^2$, equation (1) is equivalent to

$$A'=\frac{iW}{2q}\left(A+Be^{-2iqz}\right),\qquad B'=-\frac{iW}{2q}\left(Ae^{2iqz}+B\right). \tag{7}$$

*Proof.* The two conditions (6) fix $A$ and $B$ uniquely from $E$ and $E'$. One condition would not, since a single function can be split into two parts in many ways. Differentiating the first condition gives

$$E'=A'e^{iqz}+B'e^{-iqz}+iq\left(Ae^{iqz}-Be^{-iqz}\right).$$

Comparison with the second condition leaves

$$A'e^{iqz}+B'e^{-iqz}=0. \tag{8}$$

Differentiating the second condition gives

$$E''=iq\left(A'e^{iqz}-B'e^{-iqz}\right)-q^2E.$$

Setting this equal to $-k^2n^2E$ gives

$$iq\left(A'e^{iqz}-B'e^{-iqz}\right)=-WE. \tag{9}$$

By (8), $-B'e^{-iqz}=A'e^{iqz}$, so the left side of (9) is $2iqA'e^{iqz}$. Hence $A'=-WEe^{-iqz}/(2iq)$. Since $-1/(2i)=i/2$, inserting $E$ gives the first equation of (7). Equation (8) then gives $B'=-A'e^{2iqz}$, which is the second. These steps can be reversed, so the two forms are equivalent. $\square$

No second derivative of a slowly varying amplitude has been dropped. The approximation enters at the next step.

### Averaging over a period

**Lemma 2.** Averaging the coefficients of (7) over one period and keeping the leading order in $\kappa/q$ and $\delta/q$ gives

$$A'=i\delta A+i\kappa e^{i\phi}B,\qquad B'=-i\delta B-i\kappa e^{-i\phi}A. \tag{10}$$

*Proof.* Write $\theta=2qz=2\pi z/\Lambda$ and $\psi=\theta+\phi$. Squaring (2) and multiplying by $k^2$, with $kn_{\rm eff}=\beta$ and $k\Delta n=2\kappa$, gives

$$W=\beta^2-q^2+4\beta\kappa\cos\psi+4\kappa^2\cos^2\psi. \tag{11}$$

Angle brackets denote the average over one period. The cosine has zero mean and its square has mean $1/2$, so

$$\langle W\rangle=\beta^2-q^2+2\kappa^2.$$

For the coupling of $B$ into $A$ we need $\langle We^{-i\theta}\rangle$. Since $\cos\psi=\tfrac12(e^{i\theta+i\phi}+e^{-i\theta-i\phi})$, the first exponential survives multiplication by $e^{-i\theta}$ and averaging. The constant terms and $\cos^2\psi$, which contains the harmonics $0$ and $\pm2$, contribute nothing. Therefore

$$\langle We^{-i\theta}\rangle=2\beta\kappa e^{i\phi},\qquad \langle We^{i\theta}\rangle=2\beta\kappa e^{-i\phi}.$$

Now $\beta^2-q^2=(\beta-q)(\beta+q)=\delta(2q+\delta)$ and $\beta=q+\delta$. The averaged first equation is thus

$$A'=i\left(\delta+\frac{\delta^2}{2q}+\frac{\kappa^2}{q}\right)A+i\kappa\left(1+\frac{\delta}{q}\right)e^{i\phi}B.$$

The averaged second equation has the opposite overall sign, with $A$ and $B$ exchanged and $\phi$ replaced by $-\phi$. Dropping the terms that carry a factor $1/q$ gives (10). $\square$

The grating supplies the wavenumber $2q$ by which the forward and backward waves differ. This is why a weak modulation can couple them steadily. A corrugation that is not sinusoidal acts, to leading order, through its first Fourier harmonic, because the average $\langle We^{-i\theta}\rangle$ selects that harmonic. This concerns the coupling. If the corrugation has a nonzero mean, that mean enters $\langle W\rangle$ at the same order, so it must be counted in $n_{\rm eff}$, and it moves $\lambda_B$.

**Lemma 3.** Let $\eta=\kappa+|\delta|<q$. For equal starting values, solutions of (7) and (10) differ over the grating by at most a constant times $\eta/q$, relative to the starting amplitude, when $\eta L$ is held fixed.

*Proof.* Collect the amplitudes in columns: $y$ solves (7), $x$ solves (10), and $x(0)=y(0)$. Write $y'=(M+D+F)y$ and $x'=Mx$. Here $M$ holds the coefficients of (10), $D$ the small averaged terms just dropped, and $F$ the oscillating remainder with zero mean. Below, $c$ stands for pure numbers that may differ from place to place. Equation (11) gives $|M|,|F|\le c\eta$ and $|D|\le c\eta^2/q$. The integral $G(z)=\int_0^zF\,dz'$ returns to zero after each period because $F$ has zero mean, so $|G|\le c\eta\Lambda=c\pi\eta/q$.

The difference $e=y-x$ obeys $e(0)=0$ and

$$e'=(M+D+F)e+(D+F)x.$$

Integration by parts gives

$$\int_0^zFx\,dz'=G(z)x(z)-\int_0^zGMx\,dz'.$$

The integrated source term is therefore at most $a=c(\eta/q)(1+\eta L)X$, where $X$ is the largest value of $|x|$ on the grating. Since $|x'|\le c\eta|x|$, also $X\le e^{c\eta L}|x(0)|$. Consequently

$$|e(z)|\le a+b\int_0^z|e|\,dz',\qquad b=c\eta.$$

Let $v(z)$ be the integral on the right. Then $v'\le a+bv$, so $(e^{-bz}v)'\le ae^{-bz}$ and $v\le a(e^{bz}-1)/b$. It follows that $|e(z)|\le ae^{bz}$. At fixed $\eta L$ this is a constant times $(\eta/q)|x(0)|$. $\square$

The condition that $\eta L$ be fixed matters. A dropped detuning of order $\kappa^2/q$ is small per unit length, but its phase grows with $L$. The bound does not cover a grating of arbitrary length at given $\kappa$.

### The ends and the energy flux

In the unmodulated waveguide at the left the field is $ae^{i\beta z}+be^{-i\beta z}$, with incident amplitude $a$ and reflected amplitude $b$. Equation (1) makes $E$ and $E'$ continuous, so at $z=0$

$$A+B=a+b,\qquad q(A-B)=\beta(a-b).$$

Half the sum and half the difference, with $\beta/q=1+\delta/q$, give

$$A=a+\frac{\delta}{2q}(a-b),\qquad B=b-\frac{\delta}{2q}(a-b).$$

The grating amplitudes equal the external amplitudes up to terms of order $\delta/q$, and exactly so at $\delta=0$. The same argument at $z=L$, where no wave arrives from the right, gives $B(L)=0$ to the same order. The reflection amplitude is thus $r=B(0)/A(0)$, and $R=|r|^2$.

**Lemma 4.** Equations (10) conserve $|A|^2-|B|^2$.

*Proof.* From (10), $i\delta|A|^2$ has no real part, and

$$(|A|^2)'=2\,{\rm Re}(A^*A')=2\,{\rm Re}(i\kappa e^{i\phi}A^*B)=-2\kappa\,{\rm Im}(e^{i\phi}A^*B).$$

For the backward wave,

$$(|B|^2)'=2\,{\rm Re}(-i\kappa e^{-i\phi}B^*A)=2\kappa\,{\rm Im}(e^{-i\phi}AB^*)=-2\kappa\,{\rm Im}(e^{i\phi}A^*B).$$

The last step holds because the two arguments are complex conjugates. The derivatives are equal, so the difference is constant. $\square$

This difference is the net power flowing to the right, in units in which the incident power is $|a|^2$. The opposite signs in the two equations (10) are essential. With equal signs the sum $|A|^2+|B|^2$ would be conserved, as it is for two waves travelling the same way.

### Solving the coupled equations

**Lemma 5.** With $B(L)=0$, equations (10) give

$$r=\frac{i\kappa e^{-i\phi}\sinh(sL)}{s\cosh(sL)-i\delta\sinh(sL)},\qquad t=\frac{A(L)}{A(0)}=\frac{s}{s\cosh(sL)-i\delta\sinh(sL)}. \tag{12}$$

*Proof.* The matrix of (10) is

$$M=i\begin{pmatrix}\delta&\kappa e^{i\phi}\\-\kappa e^{-i\phi}&-\delta\end{pmatrix}.$$

In $M^2$ the factor $i^2=-1$ multiplies a matrix whose diagonal entries are both $\delta^2-\kappa^2$. Its upper off-diagonal entry is $\delta\kappa e^{i\phi}-\kappa e^{i\phi}\delta=0$, and the lower one vanishes likewise. Hence $M^2=s^2I$. In the series for $e^{ML}$ the even powers are $M^{2m}=s^{2m}I$ and the odd powers are $M^{2m+1}=s^{2m}M$. Summing each group gives

$$e^{ML}=I\cosh(sL)+M\,\frac{\sinh(sL)}{s}. \tag{13}$$

Let $C=\cosh(sL)$ and $g=\sinh(sL)/s$, with $g=L$ at $s=0$. The entries of $T=e^{ML}$ are

$$T_{11}=C+i\delta g,\quad T_{12}=i\kappa e^{i\phi}g,\quad T_{21}=-i\kappa e^{-i\phi}g,\quad T_{22}=C-i\delta g.$$

The condition $B(L)=T_{21}A(0)+T_{22}B(0)=0$ gives $r=-T_{21}/T_{22}$. Multiplying numerator and denominator by $s$ yields the first formula.

For transmission, $t=T_{11}+T_{12}r=(T_{11}T_{22}-T_{12}T_{21})/T_{22}$. The numerator is

$$C^2+\delta^2g^2-\kappa^2g^2=C^2-s^2g^2=\cosh^2(sL)-\sinh^2(sL)=1.$$

So $t=1/T_{22}$, which is the second formula. $\square$

For $|\delta|<\kappa$, $s$ is real. For $|\delta|>\kappa$, put $s=i\sigma$ with $\sigma>0$; then $C=\cos(\sigma L)$ and $g=\sin(\sigma L)/\sigma$. In both cases $C$ and $g$ are real, so

$$|T_{22}|^2=C^2+\delta^2g^2=1+s^2g^2+\delta^2g^2=1+\kappa^2g^2.$$

This gives the compact forms

$$R=\frac{\kappa^2g^2}{1+\kappa^2g^2},\qquad |t|^2=\frac{1}{1+\kappa^2g^2}, \tag{14}$$

whose sum is 1, as Lemma 4 requires. Writing the denominator as $C^2+\delta^2g^2$ and multiplying through by $s^2$ turns $R$ into (4). Since $|T_{22}|\ge1$, the division in $r=-T_{21}/T_{22}$ does not enlarge the order of the error found in Lemma 3. The reflectivity therefore has an error of order $\eta/q$ at fixed $\eta L$, and part (a) is proved.

## Second half: the peak, its meaning and a worked grating

The first half treated a grating of length $L$, period $\Lambda$ and index $n_{\rm eff}+\Delta n\cos(2\pi z/\Lambda+\phi)$. The forward and backward amplitudes are $A$ and $B$. With $k=2\pi/\lambda$ and $q=\pi/\Lambda$, the detuning is $\delta=kn_{\rm eff}-q$ and the coupling is $\kappa=k\Delta n/2$. To leading order in $\kappa/q$ and $\delta/q$, the amplitudes obey (10) with $B(L)=0$, and the reflectivity satisfies

$$\frac{R}{1-R}=\kappa^2g^2=(\kappa L)^2\left[\frac{\sinh(sL)}{sL}\right]^2,\qquad s^2=\kappa^2-\delta^2. \tag{15}$$

### Proof of part (b)

Since $R=f/(1+f)$ with $f=R/(1-R)$, and this rises with $f$, it is enough to maximize the square bracket in (15). Its series is

$$\frac{\sinh(sL)}{sL}=1+\frac{(sL)^2}{3!}+\frac{(sL)^4}{5!}+\cdots .$$

For $s^2>0$ every term after the first is positive and grows with $s^2$, so the bracket exceeds 1 and increases with $s^2$. At $s^2=0$ it equals 1. For $s^2=-\sigma^2<0$ it becomes $\sin(\sigma L)/(\sigma L)$, whose magnitude is below 1. The largest value therefore belongs to the largest possible $s^2$. With $\kappa$ fixed, $s^2=\kappa^2-\delta^2$ is largest at $\delta=0$ alone, where $s=\kappa$. Equation (15) then gives

$$\frac{R_{\max}}{1-R_{\max}}=\sinh^2(\kappa L),\qquad R_{\max}=\frac{\sinh^2(\kappa L)}{1+\sinh^2(\kappa L)}=\tanh^2(\kappa L),$$

because $1+\sinh^2=\cosh^2$. $\square$

In an experiment $\lambda$ is varied, and $\kappa=\pi\Delta n/\lambda$ then varies slightly too. The theorem holds $\kappa$ fixed, which suits a reflection band much narrower than $\lambda_B$.

### Why reflection saturates

The ratio $\rho(z)=B(z)/A(z)$ is the reflection amplitude of the part of the grating that lies beyond $z$, with its phase referred to $z=0$; the ratio of the two fields at $z$ itself is $\rho e^{-2iqz}$, which has the same magnitude. It is well defined, since $|A|^2-|B|^2=|A(L)|^2>0$ keeps $A$ away from zero. From $\rho'=B'/A-\rho A'/A$ and (10),

$$\rho'=-i\kappa e^{-i\phi}-2i\delta\rho-i\kappa e^{i\phi}\rho^2,\qquad \rho(L)=0. \tag{16}$$

At $\delta=0$ set $\rho=ie^{-i\phi}u$. Then $\rho^2=-e^{-2i\phi}u^2$, and division by $ie^{-i\phi}$ leaves

$$u'=-\kappa(1-u^2),\qquad u(L)=0,\qquad u(z)=\tanh[\kappa(L-z)].$$

Adding a thin slice of thickness $d\ell$ to the front of a grating thus raises its reflection amplitude $u$ by $\kappa(1-u^2)\,d\ell$. The term $\kappa\,d\ell$ is the slice's own reflection. The term $-\kappa u^2d\ell$ comes from light that the old grating reflects, the slice sends back, and the old grating reflects again. It arrives in antiphase with the direct reflection. Simple addition keeps the first term and drops the second, and so fails once $u^2$ is no longer small.

The limits follow directly. For $\kappa L\ll1$, $R_{\max}\approx(\kappa L)^2$, which is the result of simple addition. For $\kappa L\gg1$,

$$1-R_{\max}=\frac{1}{\cosh^2(\kappa L)}\approx4e^{-2\kappa L}.$$

A lossless grating of finite length still transmits some light in this model.

The internal fields at the peak follow from (13), with the length replaced by $z$, and from $r=ie^{-i\phi}\tanh(\kappa L)$. For incident amplitude 1,

$$A(z)=\cosh(\kappa z)+ie^{i\phi}r\sinh(\kappa z)=\cosh(\kappa z)-\tanh(\kappa L)\sinh(\kappa z),$$

$$B(z)=r\cosh(\kappa z)-ie^{-i\phi}\sinh(\kappa z).$$

Putting each over $\cosh(\kappa L)$ and using the addition formulas gives

$$A(z)=\frac{\cosh[\kappa(L-z)]}{\cosh(\kappa L)},\qquad B(z)=ie^{-i\phi}\frac{\sinh[\kappa(L-z)]}{\cosh(\kappa L)}. \tag{17}$$

Both waves weaken with depth, although nothing is absorbed. Their net flux is $1/\cosh^2(\kappa L)$ at every $z$, equal to the transmitted power.

### Width of the reflection band

By (15), $R$ vanishes where $\sin(\sigma L)=0$ with $\sigma>0$. The first zeros have $\sigma L=\pi$, so $\delta^2=\kappa^2+\sigma^2$ gives

$$\delta_0=\sqrt{\kappa^2+\left(\frac{\pi}{L}\right)^2}.$$

To convert to wavelength, differentiate $\beta=2\pi n_{\rm eff}(\lambda)/\lambda$:

$$\frac{d\beta}{d\lambda}=-\frac{2\pi}{\lambda^2}\left(n_{\rm eff}-\lambda\frac{dn_{\rm eff}}{d\lambda}\right)=-\frac{2\pi n_g}{\lambda^2},$$

where the bracket defines the group index $n_g$. The distance between the zeros on the two sides is, to first order in the wavelength offset,

$$\Delta\lambda_0=\frac{\lambda_B^2}{\pi n_g}\sqrt{\kappa^2+\left(\frac{\pi}{L}\right)^2}. \tag{18}$$

For a short grating the length sets this width. For a long one the coupling does, and further length no longer narrows the band appreciably.

### A grating near 1550 nm

Take $n_{\rm eff}=2.4$, $n_g=4.2$, $\Delta n=0.005$, $\lambda_B=1550$ nm and 620 periods. Then

$$\Lambda=\frac{1550\ {\rm nm}}{2\times2.4}=322.92\ {\rm nm},\qquad L=620\,\Lambda=200.21\ \mu{\rm m},$$

$$\kappa=\frac{\pi\times0.005}{1.55\times10^{-3}\ {\rm mm}}=10.134\ {\rm mm^{-1}},\qquad \kappa L=2.0289.$$

The peak reflectivity is $\tanh^2(2.0289)=0.9332$. The transmitted fraction is 0.0668, a dip of 11.75 dB. Equation (18) gives a zero-to-zero width of 3.40 nm. By (17), the forward and backward powers at mid-length are 0.163 and 0.096 of the incident power. Their difference is again the transmitted fraction.

For comparison, equation (1) can be solved numerically without averaging. A Runge–Kutta integration through one period, for two independent solutions, gives a $2\times2$ matrix for $(E,E')$. Its power to the number of periods describes the whole grating, and the outgoing wave at the far end fixes the solution. With $\phi=0$ and $\lambda=\lambda_B$, the results for different lengths are:

| Periods | $(\kappa L)^2$ | $\tanh^2\kappa L$ | $R$ from (1) |
|---|---|---|---|
| 62 | 0.0412 | 0.0401 | 0.0401 |
| 155 | 0.2573 | 0.2188 | 0.2188 |
| 310 | 1.0292 | 0.5892 | 0.5892 |
| 620 | 4.1166 | 0.9332 | 0.9332 |
| 1240 | 16.4665 | 0.9988 | 0.9988 |

The second column is the result of simple addition. To reach $R=0.99$, the length must be $\operatorname{artanh}(\sqrt{0.99})/\kappa=295$ µm, or about 915 periods.

Away from the peak, the numerical solution uses an index linear in wavelength with the stated group index. Formula (4) uses the same index in $\delta$, with $\kappa$ held at its value for $\lambda_B$:

| $\lambda-\lambda_B$ (nm) | $R$ from (4) | $R$ from (1) |
|---|---|---|
| 0.5 | 0.9093 | 0.9092 |
| 1.0 | 0.7634 | 0.7631 |
| 1.5 | 0.1408 | 0.1406 |
| 2.3 | 0.1604 | 0.1596 |

The rise between the last two rows is the first side lobe, beyond the zero at about 1.7 nm. For $\phi=0$ the numerical maximum lies 0.0008 nm below $\lambda_B$. This small offset depends on $\phi$ and is negligible against the width of the band.

### Accuracy at the Bragg wavelength

Lemma 3 allows an error of first order in $\kappa/q$, which is $1.04\times10^{-3}$ here. The agreement at the peak is closer, for a reason that can be derived.

**Proposition.** At $\delta=0$, for a whole number $N$ of periods and fixed $\kappa L$, the relative difference between $\tanh^2(\kappa L)$ and the reflectivity from (1) is of order $\varepsilon^2$, where $\varepsilon=\kappa/q$.

*Proof.* Let $P$ be the one-period matrix of the unaveraged equations (7). If $E$ solves (1), so does $E^*$, whose amplitudes are $(B^*,A^*)$. Hence $P_{22}=P_{11}^*$ and $P_{21}=P_{12}^*$. The coefficient matrix of (7) has zero trace, so $\det P=1$. With $p=P_{11}$ and $h=P_{12}$, this means $|p|^2-|h|^2=1$.

Define $\gamma$ by $\cosh\gamma={\rm Re}\,p$. Every $2\times2$ matrix satisfies its characteristic equation, so $P^2=2P\cosh\gamma-I$. By induction,

$$P^N=P\,\frac{\sinh N\gamma}{\sinh\gamma}-I\,\frac{\sinh(N-1)\gamma}{\sinh\gamma}.$$

The induction step uses $2\cosh\gamma\sinh N\gamma-\sinh(N-1)\gamma=\sinh(N+1)\gamma$. The matrix $P^N$ has the same conjugate symmetry and unit determinant as $P$, so $R/(1-R)$ is the squared magnitude of its off-diagonal entry:

$$\frac{R}{1-R}=|h|^2\frac{\sinh^2N\gamma}{\sinh^2\gamma},\qquad \sinh^2\gamma=({\rm Re}\,p)^2-1=|h|^2-({\rm Im}\,p)^2. \tag{19}$$

It remains to expand $p$ and $h$ in repeated integrals of the coefficients of (7). At $\delta=0$ the upper diagonal coefficient is $2i\kappa\cos\psi+2i(\kappa^2/q)\cos^2\psi$, with $\psi=2qz+\phi$. The single integral for $p$ has no part of order $\varepsilon$, so ${\rm Im}\,p$ is of order $\varepsilon^2$. The single integral for $h$ is $i\kappa\Lambda e^{i\phi}$, by the averages of Lemma 2. The leading double integral for $h$ is

$$-4\kappa^2e^{i\phi}\int_0^\Lambda\!dz_1\int_0^{z_1}\!dz_2\,\cos\psi_1\cos\psi_2\left(e^{-i\psi_2}-e^{-i\psi_1}\right).$$

The imaginary part of the integral contains $\cos\psi_1\cos\psi_2(\sin\psi_1-\sin\psi_2)$. Integrating over $z_2$ leaves

$$\int_0^\Lambda\cos\psi_1\left[\sin\psi_1\frac{\sin\psi_1-\sin\phi}{2q}-\frac{\sin^2\psi_1-\sin^2\phi}{4q}\right]dz_1=0,$$

since each term integrates to zero over a period. The double integral therefore adds to $he^{-i\phi}$ a real number of order $\varepsilon^2$, while the leading part $i\kappa\Lambda$ is imaginary. Hence $|h|^2=(\kappa\Lambda)^2[1+O(\varepsilon^2)]$. By (19), $\gamma=\kappa\Lambda[1+O(\varepsilon^2)]$ and $R/(1-R)=\sinh^2(\kappa L)[1+O(\varepsilon^2)]$. $\square$

The numerical solution shows this scaling. With $\kappa L=2.0289$ held fixed, gratings with $\Delta n=0.1$, 0.02 and 0.005 have 31, 155 and 620 periods. The larger of the errors in $R$ for $\phi=0$ and $\phi=\pi/2$ is $1.65\times10^{-4}$, $6.6\times10^{-6}$ and $4.1\times10^{-7}$. Reducing $\Delta n$ by factors of 5 and 4 reduces the error about 25 and 16 times.

### What a real grating changes

The chosen indices are rough values for a silicon strip waveguide about 500 nm wide and 220 nm high, clad in silica, with a shallow sidewall corrugation. The scalar relation $\kappa=k\Delta n/2$ is less secure there than the $\tanh^2$ law. The mode has a longitudinal field component, which changes the overlap that sets $\kappa$. Equation (5) still follows if the coupled equations hold with the corrected $\kappa$.

Propagation loss breaks the lossless assumption. Let $\alpha$ be the power attenuation per unit length. It adds $-\alpha A/2$ to $A'$ and $+\alpha B/2$ to $B'$, so $(|A|^2-|B|^2)'=-\alpha(|A|^2+|B|^2)$. For $\alpha\ll\kappa$ the lossless fields (17) may be used on the right. With $\cosh^2x+\sinh^2x=\cosh2x$, the lost fraction is

$$\alpha\int_0^L\frac{\cosh[2\kappa(L-z)]}{\cosh^2(\kappa L)}\,dz=\frac{\alpha\sinh(2\kappa L)}{2\kappa\cosh^2(\kappa L)}=\frac{\alpha}{\kappa}\tanh(\kappa L).$$

A loss of 3 dB/cm, a rough value for such waveguides, means $\alpha=0.069$ mm⁻¹ and a lost fraction of 0.0066. Solving (1) with a correspondingly complex index gives the same fraction and lowers the peak from 0.933 to 0.927.

Uniformity also fails in practice. Let the mean index drift linearly by 0.002 along the grating, roughly the effect of a 1.3 nm drift in width (the effective index of such a waveguide changes by about 0.0016 per nm of width). Then $\delta$ in (16) becomes $0.002\,k(z/L-\tfrac12)$ at $\lambda_B$. Numerical integration of (16) gives $R=0.932$, a fall of 0.0014. Random width errors are not included in this estimate.

A uniform index rise $\Delta$ leaves the peak height almost unchanged but moves the peak. The Bragg condition becomes $n_{\rm eff}(\lambda)+\Delta=\lambda/(2\Lambda)$. For a small shift $d\lambda$ this gives $\Delta=(n_{\rm eff}/\lambda_B-dn_{\rm eff}/d\lambda)\,d\lambda=n_g\,d\lambda/\lambda_B$. For $\Delta=0.002$, roughly the effect of heating by 10 K, the shift is $1550\times0.002/4.2=0.74$ nm. A laser fixed at 1550 nm then sees $R=0.868$, from the numerical solution of (1). This leaves out the thermal expansion of the period. With about $2.6\times10^{-6}$ per kelvin for silicon, it adds roughly 0.02 nm to the shift for 10 K and lowers $R$ to about 0.862. Of the three effects sized here, this one changes the reflected power most. For a fixed laser and this bandwidth, a temperature change of 10 K therefore matters more than the modelled loss or drift. The ranking depends on that size: near the peak the fall in $R$ grows as the square of the shift, so a change of 1 K would matter less than either.

Numerical values quoted here were computed with a short program.
